\section*{Drude free-carrier absorption: why it scales as density times wavelength squared}

\section{The form required by dimensions}

Light passes through a transparent solid that contains mobile carriers. Absorption by such carriers also occurs in pulsed-laser annealing, once part of the pulse has created carriers and the rest must pass through them. There the host itself absorbs too, since that is how the carriers arise; this contribution is left out here. Let $N$ be the carrier density, $m$ their effective mass, $\tau$ the time in which collisions relax their momentum, and $\omega$ the angular frequency of the light. The absorption coefficient $\alpha$ is defined by the decay of intensity, $I(z)=I(0)e^{-\alpha z}$, so it is an inverse length.

For a carrier of charge magnitude $e$, the acceleration in a given field is proportional to $e/m$, and the current of $N$ such carriers per volume carries another factor $Ne$. In linear response the density, charge and mass therefore enter through $Ne^2/m$. In Gaussian units
\begin{equation}
\omega_p^2=\frac{4\pi Ne^2}{m}
\end{equation}
is the square of a frequency. The other quantities are $\omega$, $1/\tau$, the speed of light $c$ and the dimensionless refractive index $n_b$ of the host without carriers. Since $\omega/c$ is an inverse length,
\begin{equation}
\alpha=\frac{\omega}{c}\,F\!\left(\frac{\omega_p^2}{\omega^2},\frac{1}{\omega\tau},n_b\right).
\end{equation}

Two physical arguments fix the leading term of $F$. At low density the carriers absorb independently, so $F$ is linear in its first argument. For slow scattering, expand in $1/(\omega\tau)$. A free carrier gains no net energy over a cycle, so the zeroth term vanishes as long as the wave propagates, which holds at low density; for $\omega_p^2>n_b^2\omega^2$ the field decays even without friction, because it is reflected. Reversing the sign of the friction turns loss into gain, so $F$ is odd in $1/\tau$ and the first permitted term is linear. Hence
\begin{equation}
\alpha\simeq C(n_b)\,\frac{\omega}{c}\,\frac{\omega_p^2}{\omega^2}\,\frac{1}{\omega\tau}
=C(n_b)\,\frac{\omega_p^2}{c\,\tau\,\omega^2}.
\end{equation}
With $\omega=2\pi c/\lambda$, where $\lambda$ is the vacuum wavelength, this is proportional to $N\lambda^2$ if $m$, $\tau$ and $n_b$ are constant. The argument leaves open the factor $C(n_b)$ and the size of the corrections.

\section{First derivation: the dielectric function}

\subsection{From motion to dielectric function}

Hartree atomic units are used from here on, with Maxwell's equations in Gaussian form, so $e=1$ and $\omega_p^2=4\pi N/m$. The field is the real part of $E_0e^{-i\omega t}$. The carriers are electrons of charge $-1$; holes give the same result because the charge enters squared. The host is non-magnetic and its real index $n_b$ is constant over the wavelengths considered. The response is local, and the magnetic force on the slow carriers is neglected. The Drude equation of motion is
\begin{equation}
m\frac{dv}{dt}=-\frac{m v}{\tau}-E .
\label{eq:motion}
\end{equation}
In the steady state $v$ has the same time factor as $E$, and $d/dt$ becomes $-i\omega$:
\begin{equation}
m\left(\frac1\tau-i\omega\right)v=-E
\quad\Rightarrow\quad
v=-\frac{\tau}{m}\,\frac{E}{1-i\omega\tau}.
\end{equation}
The current density is $j=-Nv=\sigma E$, with conductivity
\begin{equation}
\sigma=\frac{N\tau}{m}\,\frac{1}{1-i\omega\tau}.
\end{equation}

In Amp\`ere's law the carrier current stands beside the displacement current of the host:
\begin{equation}
\frac{4\pi}{c}\sigma E-\frac{i\omega}{c}n_b^2E
=-\frac{i\omega}{c}\left(n_b^2+\frac{4\pi i\sigma}{\omega}\right)E .
\end{equation}
The bracket is the dielectric function $\varepsilon$. Inserting $\sigma$, and multiplying numerator and denominator of the carrier term by $i/\tau$, gives
\begin{equation}
\varepsilon=n_b^2+\frac{i\omega_p^2\tau}{\omega(1-i\omega\tau)}
=n_b^2-\frac{\omega_p^2}{\omega(\omega+i/\tau)} .
\end{equation}
Multiplication of the last fraction above and below by $\omega-i/\tau$ separates the parts of $\varepsilon=\varepsilon_1+i\varepsilon_2$:
\begin{align}
\varepsilon_1&=n_b^2-\frac{\omega_p^2}{\omega^2+\tau^{-2}},\\
\varepsilon_2&=\frac{\omega_p^2}{\omega\tau(\omega^2+\tau^{-2})}.
\end{align}
The positive sign of $\varepsilon_2$ means loss with the chosen time factor.

\subsection{From dielectric function to absorption}

A plane wave in this medium has wave number $k=(n+i\kappa)\omega/c$, with $(n+i\kappa)^2=\varepsilon$. Comparing real and imaginary parts,
\begin{equation}
n^2-\kappa^2=\varepsilon_1,\qquad 2n\kappa=\varepsilon_2 .
\label{eq:nk}
\end{equation}
The field amplitude falls as $e^{-\kappa\omega z/c}$ and the intensity as its square. Therefore
\begin{equation}
\alpha=\frac{2\omega\kappa}{c}=\frac{\omega\varepsilon_2}{nc}
=\frac{\omega_p^2}{n c\,\tau(\omega^2+\tau^{-2})}.
\label{eq:full}
\end{equation}
Within the model nothing has been approximated so far. Define
\begin{equation}
s^2=\frac{1}{(\omega\tau)^2},\qquad
x=\frac{\omega_p^2}{n_b^2\omega^2}.
\end{equation}
Since $\omega^2+\tau^{-2}=\omega^2(1+s^2)$, Eq.~(\ref{eq:full}) factorizes:
\begin{equation}
\frac{\alpha}{\alpha_0}=\frac{n_b}{n}\,\frac{1}{1+s^2},
\qquad
\alpha_0=\frac{4\pi N}{m n_b c\,\tau\,\omega^2}.
\label{eq:factor}
\end{equation}
One factor contains the change of index, the other the finite scattering rate. With $\omega^2=4\pi^2c^2/\lambda^2$,
\begin{equation}
\alpha_0=\frac{4\pi N}{m n_b c\,\tau}\,\frac{\lambda^2}{4\pi^2c^2}
=\frac{N\lambda^2}{\pi m n_b c^3\tau}.
\label{eq:law}
\end{equation}
Thus $C(n_b)=1/n_b$. In SI units $4\pi N$ is replaced by $Ne^2/\epsilon_0$, which gives $\alpha_0=e^2N\lambda^2/(4\pi^2\epsilon_0mn_bc^3\tau)$.

\subsection{How close the law is}

Let $0<x<1$. From Eq.~(\ref{eq:nk}), $n^2=\varepsilon_1+\kappa^2\ge\varepsilon_1$, and
\begin{equation}
\varepsilon_1=n_b^2\left(1-\frac{x}{1+s^2}\right)\ge n_b^2(1-x).
\end{equation}
This bounds $n$ from below. For the upper bound, eliminate $\kappa$:
\begin{equation}
n^2-\frac{\varepsilon_2^2}{4n^2}=\varepsilon_1 .
\end{equation}
The left side increases with $n$. So $n\le n_b$ holds if the left side, evaluated at $n_b$, is at least $\varepsilon_1$. Write $a=n_b^2x/(1+s^2)$; then $\varepsilon_1=n_b^2-a$ and $\varepsilon_2=as$. The condition is
\begin{equation}
a\ge\frac{a^2s^2}{4n_b^2}
\quad\Longleftrightarrow\quad
\frac{x s^2}{1+s^2}\le4 ,
\end{equation}
which is satisfied for $x<1$. Equation~(\ref{eq:factor}) now gives
\begin{equation}
\frac{1}{1+s^2}\le\frac{\alpha}{\alpha_0}\le\frac{1}{(1+s^2)\sqrt{1-x}} .
\label{eq:bounds}
\end{equation}
Both sides tend to one as $s^2$ and $x$ tend to zero, which proves the law under the two stated conditions.

For the first corrections, treat $x$ and $s^2$ as small quantities of the same order. Because $\kappa=\varepsilon_2/(2n)$ is of order $xs$, $\kappa^2$ is of third order. Thus $n^2/n_b^2=1-x$ to first order, $n_b/n=1+x/2$, and
\begin{equation}
\frac{\alpha}{\alpha_0}=1+\frac{x}{2}-s^2+\text{second-order terms}.
\label{eq:first}
\end{equation}
Carriers lower the index and so raise the absorption; a finite scattering rate lowers it relative to $\alpha_0$. Since $x\propto N\lambda^2$ and $s^2\propto\lambda^2$, differentiating $\ln\alpha$ gives the local exponents
\begin{equation}
\frac{\partial\ln\alpha}{\partial\ln N}\simeq1+\frac x2,\qquad
\frac{\partial\ln\alpha}{\partial\ln\lambda}\simeq2+x-2s^2 .
\label{eq:slopes}
\end{equation}

\section{Second derivation: work and energy flux}

\subsection{Slow scattering}

The same law follows from an energy account, without a dielectric function for the carriers. Take the real field $E=E_0\cos\omega t$, with $E_0$ real, and multiply Eq.~(\ref{eq:motion}) by $v$:
\begin{equation}
\frac{d}{dt}\left(\frac{mv^2}{2}\right)=-\frac{mv^2}{\tau}-vE .
\end{equation}
In a steady oscillation the left side averages to zero over a cycle. The mean power taken from the field by one carrier is then
\begin{equation}
P=\langle-vE\rangle=\frac{m\langle v^2\rangle}{\tau}.
\label{eq:power}
\end{equation}

When $\omega\tau\gg1$, friction hardly changes the motion within one cycle. To leading order the velocity in Eq.~(\ref{eq:power}) is that of a free carrier:
\begin{equation}
v=-\frac{E_0}{m\omega}\sin\omega t,\qquad
\langle v^2\rangle=\frac{E_0^2}{2m^2\omega^2}.
\end{equation}
This velocity is a quarter cycle out of phase with the field, so by itself it gives $\langle-vE\rangle=0$. The loss comes from the small part of the velocity that friction brings into phase with the force $-E$, and Eq.~(\ref{eq:power}) supplies its work without calculating that part:
\begin{equation}
P\simeq\frac{E_0^2}{2m\omega^2\tau}.
\end{equation}
The factor $\lambda^2$ has a direct meaning here. At lower frequency the field pushes longer in one direction, the velocity amplitude grows as $1/\omega$, and the kinetic energy available for dissipation grows as $1/\omega^2$.

For a plane wave Faraday's law gives $kE=(\omega/c)B$, so in the host $B=n_bE$. The mean energy flux is
\begin{equation}
I=\frac{c}{4\pi}\langle EB\rangle=\frac{n_bcE_0^2}{8\pi}.
\end{equation}
A layer of thickness $dz$ removes $NP\,dz$ per unit area and time, so $dI/dz=-NP$ and
\begin{equation}
\alpha=\frac{NP}{I}
\simeq N\,\frac{E_0^2}{2m\omega^2\tau}\,\frac{8\pi}{n_bcE_0^2}
=\frac{4\pi N}{m n_b c\,\tau\,\omega^2}=\alpha_0 .
\end{equation}

\subsection{Arbitrary scattering rate and the opposite limit}

The free motion can be replaced by the full steady solution of Eq.~(\ref{eq:motion}),
\begin{equation}
v=-\frac{E_0}{m}\,
\frac{\tau^{-1}\cos\omega t+\omega\sin\omega t}{\omega^2+\tau^{-2}} .
\end{equation}
Substitution confirms it: in $dv/dt+v/\tau$ the sine terms cancel and the cosine terms add to $-(E_0/m)\cos\omega t$. The cross term in $v^2$ averages to zero, and
\begin{equation}
\langle v^2\rangle=\frac{E_0^2}{2m^2(\omega^2+\tau^{-2})},\qquad
P=\frac{E_0^2}{2m\tau(\omega^2+\tau^{-2})}.
\end{equation}
In the absorbing medium the part of $B$ in phase with $E$ is $nE$, so the flux contains $n$ instead of $n_b$. Dividing $NP$ by $ncE_0^2/(8\pi)$ recovers Eq.~(\ref{eq:full}).

For $\omega\tau\ll1$ the power becomes $P\simeq\tau E_0^2/(2m)$. If the index is still close to $n_b$,
\begin{equation}
\alpha\simeq\frac{4\pi N\tau}{m n_b c},
\end{equation}
independent of wavelength. Friction now limits the velocity before the field reverses, so a longer cycle brings no further gain. The index condition is different in this limit: here $\varepsilon_2/n_b^2\simeq x/s=\omega_p^2\tau^2/(n_b^2\,\omega\tau)$, and this must be small. It grows with wavelength, so the wavelength-independent range is a window that exists only if $\omega_p^2\tau^2/n_b^2\ll1$. For $\omega\tau\ll1$ and $x/s\gg1$, $\kappa\simeq\sqrt{\varepsilon_2/2}$ and $\alpha\propto\lambda^{-1/2}$. With the density and $\tau=400$ of the numerical case below, $\omega_p^2\tau^2/n_b^2=1.23$ and the window is absent.

\section{What each derivation assumes}

Both derivations use linear, local response, a transparent host and a friction force with one relaxation time. Both describe a steady oscillation. For a pulse with a smooth envelope they still give the absorbed energy, provided that the envelope changes little during an optical cycle and that $N$ and $\tau$ stay constant during the pulse. Near $x=1$ the index varies over a frequency range of order $1/\tau$, and the pulse must then also be long compared with $\tau$. In annealing the pulse itself changes $N$, so there the result applies only moment by moment, when $N$ changes slowly. Their agreement checks the electrodynamics and the factors; it does not test the friction model, which they share.

They differ in where the two small quantities enter. The dielectric route first finds a wave consistent with the carriers' response and takes the limits at the end. It therefore supplies the bounds in Eq.~(\ref{eq:bounds}). The short energy argument uses the limits at the start: slow scattering permits the free velocity, and fixed index permits the flux of the bare host. It shows the origin of each factor, but its errors become known only when the full velocity and the true index are restored.

The scaling also needs assumptions about $\tau$ that neither route can justify. Suppose that collisions become more frequent in proportion to density, so $1/\tau\propto N$. Then $\alpha_0\propto N/\tau\propto N^2$. If instead a quantum treatment of the collisions gives an effective rate $1/\tau\propto\omega^p$, then $\alpha_0\propto\lambda^{2-p}$. Interband absorption, which creates carriers during annealing, is a separate contribution and is not contained in $\alpha_0$.

\section{A numerical case}

Take the round model values $\lambda=20000$ bohr, $m=0.2$, $n_b=3.5$, $\tau=400$ and $N=1.5\times10^{-6}$ bohr$^{-3}$. They are not assigned to a material. For one parabolic valley this density gives a Fermi energy of $0.085$ eV, so the carriers would be degenerate at room temperature. At the highest density in the table below it is $1.8$ eV, above the photon energy, where a constant $m$ and $n_b$ would not describe a real host. The photon energy is $1.17$ eV, about 45 times the thermal energy at room temperature. For real carriers the collisions would then need a quantum treatment, and $\tau$ could depend on $\omega$; the numbers below illustrate the Drude model with constant $\tau$. With $c=137.036$,
\begin{align}
\omega&=\frac{2\pi(137.036)}{20000}=0.04305,\qquad \omega\tau=17.22,\\
\omega_p^2&=\frac{4\pi(1.5\times10^{-6})}{0.2}=9.425\times10^{-5},\\
x&=\frac{9.425\times10^{-5}}{(3.5)^2(0.04305)^2}=0.00415,\qquad s^2=0.00337 .
\end{align}
Both small quantities are below one percent. The simple law gives
\begin{equation}
\alpha_0=\frac{9.425\times10^{-5}}{(3.5)(137.036)(400)(0.04305)^2}
=2.651\times10^{-7}\ \text{bohr}^{-1},
\end{equation}
or $50.1$ cm$^{-1}$. The full Drude value is $2.647\times10^{-7}$ bohr$^{-1}$, or $50.0$ cm$^{-1}$. Their ratio is $0.9987$, as Eq.~(\ref{eq:first}) predicts: $1+0.0021-0.0034=0.9987$. The local exponents are $1.0021$ in density and $1.9974$ in wavelength, in agreement with Eq.~(\ref{eq:slopes}).

Raising the density at fixed $\tau$ shows where linearity is lost:
\begin{center}
\begin{tabular}{ccccc}
$N$ (bohr$^{-3}$) & $x$ & $n$ & $\alpha/\alpha_0$ & absorbed\\
\hline
$1.5\times10^{-6}$ & $0.004$ & $3.49$ & $0.999$ & $0.53\%$\\
$1.5\times10^{-5}$ & $0.042$ & $3.43$ & $1.018$ & $5.3\%$\\
$1.5\times10^{-4}$ & $0.415$ & $2.68$ & $1.301$ & $49.8\%$
\end{tabular}
\end{center}
The last column is $1-e^{-\alpha d}$ for one pass through a uniform layer of thickness $d=20000$ bohr, without reflections. At the highest density the absorption is $30\%$ above $\alpha_0$. The index explains this: $n_b/n=3.5/2.6805=1.3057$, and division by $1+s^2=1.0034$ gives $1.301$. The first-order estimate, $1.204$, is no longer adequate. The value $x=1$ is reached at $3.61\times10^{-4}$ bohr$^{-3}$, or $2.44\times10^{21}$ cm$^{-3}$. The upper bound in Eq.~(\ref{eq:bounds}) diverges there, but $\alpha$ does not: for finite $\tau$, $\varepsilon_1=n_b^2s^2/(1+s^2)$ is still positive, and so is $n$.

At the lowest density, increasing the wavelength fourfold to $80000$ bohr gives $\alpha/\alpha_0=0.980$, although $x=0.066$ and $s^2=0.054$. The two corrections partly cancel: $x/2-s^2=-0.021$. Since both grow as $\lambda^2$, their ratio is the same at every wavelength in the series. A value of $\alpha/\alpha_0$ near one therefore does not show that each correction is equally small.

The other limits behave as derived. For $\tau=0.2$, a formal value far shorter than realistic collision times, $\omega\tau=0.0086$ and the wavelength exponent is $0.00015$. If the scattering rate grows in proportion to $N$ from the original values, the density exponent is $1.995$ instead of $1.002$. Direct time integration of the carrier motion gives a work-to-flux ratio that agrees with the decay from the complex index to a relative difference of at most $2.6\times10^{-11}$ in the four cases tested. These include the highest density in the table, where the simple law fails but the energy balance still holds. The full values are listed in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Speed of light: 137.036 atomic units
Wavelength: 20000 bohr = 1058.4 nm
Effective mass: 0.2 electron masses
Host refractive index: 3.5 (no unit)
Relaxation time: 400 atomic units = 9.68 fs
Carrier density: 1.50e-06 bohr^-3 = 1.012e+19 cm^-3
Angular frequency: 0.043051 atomic units
omega*tau: 17.220 (no unit)
Scattering correction s2: 0.003372 (no unit)
Plasma frequency squared: 9.42478e-05 atomic units
Index correction x: 0.004151 (no unit)
Density at x=1: 3.6135e-04 bohr^-3 = 2.438e+21 cm^-3
Simple alpha0: 2.65057e-07 bohr^-1 = 50.089 cm^-1
Full Drude alpha: 2.64714e-07 bohr^-1 = 50.024 cm^-1
Full/simple ratio: 0.998707 (no unit)
First-order ratio: 0.998703 (no unit)
Density exponent: 1.002077 (no unit)
Wavelength exponent: 1.997419 (no unit)
Layer thickness: 20000 bohr
Density series at the stated wavelength:
 N=1.50e-06 bohr^-3; x=0.00415; n=3.49275
  alpha=2.64714e-07 bohr^-1; alpha0=2.65057e-07 bohr^-1
  alpha/alpha0=0.99871; absorbed=0.528 percent
 N=1.50e-05 bohr^-3; x=0.04151; n=3.42684
  alpha=2.69806e-06 bohr^-1; alpha0=2.65057e-06 bohr^-1
  alpha/alpha0=1.01792; absorbed=5.253 percent
 N=1.50e-04 bohr^-3; x=0.41511; n=2.68048
  alpha=3.44931e-05 bohr^-1; alpha0=2.65057e-05 bohr^-1
  alpha/alpha0=1.30135; absorbed=49.836 percent
Wavelength series at the lowest density:
 lambda=10000 bohr; alpha=6.62428e-08 bohr^-1; alpha/alpha0=0.99968
  x=0.00104; s2=0.00084 (no unit)
 lambda=20000 bohr; alpha=2.64714e-07 bohr^-1; alpha/alpha0=0.99871
  x=0.00415; s2=0.00337 (no unit)
 lambda=40000 bohr; alpha=1.05479e-06 bohr^-1; alpha/alpha0=0.99487
  x=0.01660; s2=0.01349 (no unit)
 lambda=80000 bohr; alpha=4.15679e-06 bohr^-1; alpha/alpha0=0.98016
  x=0.06642; s2=0.05395 (no unit)
Fast-scattering test time: 0.2 atomic units
Fast-scattering omega*tau: 0.00861 (no unit)
Fast-scattering wavelength exponent: 0.000148 (no unit)
Density exponent if rate grows as N: 1.99534 (no unit)
Largest relative energy-balance error: 2.6e-11
Remainder ratio on halving x and s2: 3.9907
\end{verbatim}
